# Does an open polarization–voltage loop prove that a film is ferroelectric?

## Question

I have a 10 nm dielectric film between metal electrodes and drive it with a 1 kHz sine wave of amplitude 3 V. The instrument integrates the current, divides by the electrode area and plots the result as polarization against voltage. I get a wide loop that returns to its starting point every period and runs anticlockwise. It shows a remanent polarization of roughly 10 µC/cm² and a coercive voltage of a couple of volts.

A linear capacitor would give a straight line. Doesn't the open loop therefore prove that the film is ferroelectric? If not, what else could produce it, and how would I tell the difference?

## Answer

It does not. A linear capacitor alone gives a straight line, but a linear capacitor that leaks gives an open loop, and with your drive that loop closes on itself.

### What the instrument integrates

Model the film as a constant capacitance $C$ in parallel with a constant resistance $R$, connected to an ideal voltage source. The two currents add:

$$I=C\frac{dV}{dt}+\frac{V}{R}.$$

Let $V=V_0\sin\omega t$, with $\omega=2\pi f$ and period $T=1/f$. Integrating from $t=0$, where $V=0$, gives the charge passed through the terminals:

$$Q(t)=CV+\frac{V_0}{R}\int_0^t\sin\omega t'\,dt'
=CV+\frac{V_0}{\omega R}\,(1-\cos\omega t).$$

The charge on the plates is $CV$ alone, and it vanishes whenever $V=0$. The second term has gone through the film. The instrument records only the sum of the two. Only if the leakage is negligible does their sum, divided by the area, give the electric displacement $D=\varepsilon_0E+P$, which is close to the polarization $P$ when the permittivity is high.

The starting value of an integrated current is arbitrary, so the loop may be centred by subtracting the constant $V_0/(\omega R)$:

$$q=CV-\frac{V_0}{\omega R}\cos\omega t .$$

### Why the loop is an ellipse

Solve for the two trigonometric functions:

$$\sin\omega t=\frac{V}{V_0},\qquad \cos\omega t=-\frac{\omega R\,(q-CV)}{V_0}.$$

Their squares sum to one, so

$$\left(\frac{V}{V_0}\right)^2+\left(\frac{\omega R\,(q-CV)}{V_0}\right)^2=1 .$$

In the variables $V$ and $q-CV$ this is an ellipse with its axes along the coordinate axes. Going back to $V$ and $q$ is a shear, an invertible linear map, which turns an ellipse into another ellipse. As $R\to\infty$ the term with the cosine disappears and the straight line $q=CV$ returns.

### The false ferroelectric figures

**Remanence.** At $V=0$ with the voltage falling, $\omega t=\pi$ and $q=+V_0/(\omega R)$. With the voltage rising, $\omega t=0$ and $q=-V_0/(\omega R)$. The apparent remanent charge is therefore

$$q_r=\frac{V_0}{\omega R}.$$

**Coercive voltage.** Setting $q=0$ gives $CV_0\sin\omega t=(V_0/\omega R)\cos\omega t$, or $\tan\omega t=1/(\omega RC)$. On the rising branch the sine is then $1/\sqrt{1+(\omega RC)^2}$, so

$$V_c=\frac{V_0}{\sqrt{1+(\omega RC)^2}} .$$

For weak leakage, $\omega RC\gg1$, this tends to $V_0/(\omega RC)$ and the loop is thin. For strong leakage, $\omega RC\ll1$, $V_c$ approaches the drive amplitude itself.

**Largest charge.** The charge peaks when $I=0$, that is, when $\omega C\cos\omega t+\sin\omega t/R=0$, or $\tan\omega t=-\omega RC$. The maximum lies in the second quadrant, after the voltage peak, where

$$\sin\omega t=\frac{\omega RC}{\sqrt{1+(\omega RC)^2}},\qquad \cos\omega t=\frac{-1}{\sqrt{1+(\omega RC)^2}} .$$

Inserting these into $q$ gives

$$q_{\max}=\frac{V_0}{\omega R}\,\frac{(\omega RC)^2+1}{\sqrt{1+(\omega RC)^2}}
=V_0\sqrt{C^2+\frac{1}{(\omega R)^2}} .$$

The tip of the loop is rounded because the sine wave turns smoothly. At the voltage peak $dV/dt=0$ while the resistor still carries $V_0/R$, so the loop has a vertical tangent there. A rounded tip is thus consistent with leakage but does not prove it: any charge that lags behind the voltage is still flowing at the voltage peak and rounds the tip too. Nor does it exclude a ferroelectric, which may itself leak or lag.

### Numbers for a film like yours

Take an electrode area of $10^{-4}$ cm², a relative permittivity of 30 and $R=500$ kΩ. These are round model values, not a fit to your film. Then $C=\varepsilon_0\varepsilon_r A/d=265.6$ pF and $\omega RC=0.8345$, so

$$q_r=\frac{3\ \text{V}}{2\pi(1000\ \text{s}^{-1})(5\times10^5\ \Omega)}=0.955\ \text{nC},\qquad
V_c=\frac{3\ \text{V}}{\sqrt{1+0.8345^2}}=2.30\ \text{V}.$$

Divided by the area, the charge becomes an apparent remanent polarization of 9.5 µC/cm². Both figures resemble yours, yet nothing in the circuit has a remanent state. The charge peaks at 1.244 nC, when the voltage has already fallen to 1.92 V.

### The sign of the area does not help

The loop area is the energy supplied per period:

$$\oint V\,dQ=\int_0^T VI\,dt=\frac C2\Big[V^2\Big]_0^T+\frac1R\int_0^T V^2dt=0+\frac{V_0^2T}{2R}.$$

This is the Joule heat, here 9 nJ. With $V$ horizontal and $Q$ vertical, a positive value of this integral means anticlockwise travel.

A switching element gives the same sign. As a simple model, let it carry a charge $q_s p$, where

$$\tau\frac{dp}{dt}=\frac{V}{V_s}+p-p^3 .$$

At $V=0$ the rest states are $p=0,\pm1$. The slope of $p-p^3$ is $1-3p^2$, which is $+1$ at $p=0$ (unstable) and $-2$ at $p=\pm1$ (stable). There are two remanent states, as a ferroelectric requires. Solving the equation for $V$ and integrating over a closed loop gives

$$\oint V\,q_s\,dp=q_sV_s\oint(p^3-p)\,dp+q_sV_s\tau\int_0^T\left(\frac{dp}{dt}\right)^2dt .$$

The first integral vanishes because $p$ returns to its initial value. The second is positive, so this loop is anticlockwise as well.

### When the leaky loop is not a closed ellipse

For a constant $R$, closure needs a drive with zero mean. In general it needs the leakage current to average to zero over a period, so a film that leaks more in one polarity than in the other drifts even under a zero-mean drive. An offset $V_{dc}$ adds a charge $V_{dc}T/R$ every period. With 0.1 V this is 0.2 nC per period, and the trace drifts, unless the instrument's software forces it shut.

The ellipse was derived for a sine wave, and other waveforms can give other shapes. Under a triangular wave $V$ is linear in time on each ramp, so $\int V\,dt$ is quadratic in $V$ and the loop consists of parabolic arcs. The positive half-period has base $T/2$ and height $V_0$, hence $\int V\,dt=V_0T/4$. The charge passed between the two zeros of voltage is $V_0T/(4R)=2q_r$, so

$$q_r=\frac{V_0}{8fR}=0.75\ \text{nC}.$$

This loop is closed and open in the middle too, but pointed at its ends.

### How to tell the difference

**Change the amplitude and the frequency.** For the leaky capacitor $q_r\propto V_0/f$, so doubling the amplitude or halving the frequency doubles the remanence. The $1/f$ scaling holds for any leakage current that depends only on the present voltage. The proportionality to $V_0$ needs a constant $R$. At 3 V your film already sees 3 MV/cm, where leakage usually rises much faster than linearly with voltage. Doubling to 6 MV/cm may break the film down, so in practice vary the amplitude within a safe range. For the switching element, I take $q_s=1$ nC, $\tau=1$ µs and a static coercive voltage of 1 V. The last of these fixes $V_s$. At rest $V=V_s(p^3-p)$, and the state near $p=-1$ disappears where $dV/dp=0$, at $p=-1/\sqrt3$, which gives $V=2V_s/(3\sqrt3)$.

Solving the equation of motion, I find that the remanence changes by a factor of 1.002 when the amplitude is doubled and 0.9991 when the frequency is halved. It has saturated, because this single element has a static coercive voltage of only a third of the drive amplitude. A film whose regions switch at a spread of voltages reaching up to the amplitude keeps gaining remanence as the amplitude rises, so a lack of saturation does not exclude ferroelectricity. The small changes are a lag. Near $p=1$, write $p=1+\delta$ and keep first order in $\delta$, so that $\tau\dot\delta=V/V_s-2\delta$. For slow driving,

$$\delta\approx\frac{V}{2V_s}-\frac{\tau}{4V_s}\frac{dV}{dt}.$$

At $V=0$ on the falling branch $dV/dt=-\omega V_0$, so $\delta\approx\omega\tau V_0/(4V_s)\approx0.002$ at 1 kHz. It grows in proportion to amplitude and frequency.

**Separate leakage from switching.** If the film both switches and leaks, the charges add:

$$q_r(f)\approx q_s+\frac{V_0}{2\pi fR}.$$

Multiplying by $f$ makes the leakage term constant, so subtracting the results at two frequencies removes it. With the switching element in parallel with the same $R$ and $C$, the remanence is 1.957 nC at 1 kHz and 2.911 nC at 0.5 kHz:

$$q_s\approx\frac{1(1.957)-0.5(2.911)}{1-0.5}\ \text{nC}=1.00\ \text{nC}.$$

At 1 kHz nearly half of the apparent remanence was leakage. The method assumes that $R$ and the switched charge do not depend on frequency, and that no other charge lags behind the voltage. A relaxing dielectric also adds to the remanence, and the subtraction does not in general remove its part. If its relaxation times are spread evenly over many decades, its remanence hardly depends on frequency, and the subtraction counts all of it as switched charge.

**Apply two equal pulses.** First set the film with a negative pulse. Then apply two identical positive pulses and read the charge after each, with the voltage back at zero. The capacitor has returned its charge by then. A triangular pulse of length $t_p=0.5$ ms leaks

$$\frac1R\int V\,dt=\frac{V_0t_p}{2R}=\frac{(3\ \text{V})(0.5\times10^{-3}\ \text{s})}{2(5\times10^5\ \Omega)}=1.5\ \text{nC}.$$

The leaky capacitor passes 1.5 nC on both pulses, so the difference is zero. The leaky switching element passes 3.5 nC on the first and 1.5 nC on the second. Only the first pulse reverses $p$ from $-1$ to $+1$, and the difference is $2q_s=2$ nC.

This comparison also copes with nonlinear leakage. If $I=C(V)\,dV/dt+J(V)$, with functions that do not change in time, the current depends only on the present voltage and its rate of change. Equal pulses then pass equal charges.

### What a positive result would mean

A non-zero pulse difference rules out this leaky capacitor, but it is not a proof of ferroelectricity. Trapped charge, slow dielectric relaxation or a leakage that changes with time gives the film a memory of the first pulse, and that can also make the two charges differ. What has to be shown is that the film has at least two polarization states that are stable at zero field and that a field can interchange. Evidence for that includes a switched charge that saturates with amplitude, survives a long wait at zero voltage and reverses with the opposite pulse. These signs support the case but do not settle it, because charge that the field moves into and out of traps can show all three. Your single loop, taken at one amplitude, tests neither the saturation nor the survival over a long wait.

The numerical output below gives the values used here.

## Table of computed values

```
INPUTS
Film thickness: 10 nm
Electrode area: 0.0001 cm^2
Relative permittivity: 30
Parallel resistance: 500 kOhm
Voltage amplitude: 3 V
Frequency: 1 kHz
LINEAR CIRCUIT, SINE DRIVE
Capacitance: 265.6 pF
omega R C: 0.8345
Plate charge at peak voltage: 0.7969 nC
Apparent remanent charge: 0.9549 nC
Apparent remanent polarization: 9.549 uC/cm^2
Apparent coercive voltage: 2.303 V
Largest centred charge: 1.244 nC
Voltage at largest charge, formula: 1.922 V
Loop area: 9 nJ
Joule heat per period: 9 nJ
Conic misfit, sine (scaled axes): 3.8e-14
OTHER DRIVES
Voltage offset: 0.1 V
Gap per period with offset: 0.2 nC
Remanent charge, triangular drive: 0.75 nC
Conic misfit, triangular (scaled axes): 0.019
TWO-STATE ELEMENT
Stable charge q_s: 1 nC
Static coercive voltage: 1 V
Response time tau: 1 us
Remanent charge at 1 kHz: 1.002 nC
Coercive voltage at 1 kHz: 1.168 V
Coercive voltage at 0.1 kHz: 1.038 V
REMANENCE RATIOS
Linear circuit, amplitude doubled: 2
Two-state element, amplitude doubled: 1.002
Linear circuit, frequency halved: 2
Two-state element, frequency halved: 0.9991
LEAKY TWO-STATE ELEMENT
Remanent charge at 1 kHz: 1.957 nC
Remanent charge at 0.5 kHz: 2.911 nC
Switched part from two frequencies: 1.003 nC
TWO EQUAL PULSES
Pulse length: 0.5 ms
Linear circuit, first pulse: 1.5 nC
Linear circuit, second pulse: 1.5 nC
Leaky two-state, first pulse: 3.5 nC
Leaky two-state, second pulse: 1.5 nC
Leaky two-state, difference: 2 nC
```
